The [S II] 6716/6731 Line Ratio from a Three-Level Balance

**Problem**

The ion S⁺ has a ground term ⁴S with the single level J = 3/2, and above it a term ²D with two close levels. Number them

1 = ⁴S(3/2), g₁ = 4
2 = ²D(3/2), g₂ = 4, which decays to 1 and emits the 6731 Å line
3 = ²D(5/2), g₃ = 6, which decays to 1 and emits the 6716 Å line

where g = 2J + 1 is the statistical weight. The gas is steady and optically thin, with electron density n and temperature T. Let R be the ratio of the energy emitted per unit volume and time in the 6716 Å line to that in the 6731 Å line.

(a) Find the limits of R at low and at high density.
(b) Find the density at which R = 1 for T = 10⁴ K.
(c) How far above the critical densities must n lie before R is within 5% of its high-density limit?

Electron collisions and spontaneous decay are the processes kept. Higher terms and cascades from them, recombination, stimulated emission and absorption of the lines are left out.

The atomic data are rough, rounded inputs. The decay rates are A₃₁ = 2.6×10⁻⁴, A₂₁ = 8.8×10⁻⁴ and A₃₂ = 3×10⁻⁷ s⁻¹. The collision strengths are Υ₁₂ = 2.8, Υ₁₃ = 4.2 and Υ₂₃ = 7.5, taken as independent of energy. The line labels serve as wavelengths, λ₃₁ = 6716 Å and λ₂₁ = 6731 Å.

**Collision rates**

Let i be the lower and j the upper level of a pair, separated by the energy E_ij. For an electron of speed v, the de-excitation cross-section defines the collision strength:

σ_ji = πħ²Υ_ij / (g_j m²v²)

The rate coefficient q_ji is the Maxwell average of vσ_ji, so the average of 1/v is needed:

⟨1/v⟩ = 4π (m/2πkT)^(3/2) ∫₀^∞ v e^(−mv²/2kT) dv
= 4π (m/2πkT)^(3/2) (kT/m)
= √(2m/(πkT))

Multiplying by πħ²Υ_ij/(g_j m²) gives

q_ji = β Υ_ij / (g_j √T), β = ħ² √(2π/k) / m^(3/2)

with β = 8.629×10⁻⁶ cm³ K^(1/2) s⁻¹.

Excitation has the same collision strength, but g_i replaces g_j, and the electron must bring at least the energy E_ij. The integral then starts at the threshold speed and acquires the factor e^(−E_ij/kT). Hence

q_ij = (g_j/g_i) q_ji e^(−E_ij/kT)

which is the relation of detailed balance. At 10⁴ K the coefficients, in units of 10⁻⁸ cm³ s⁻¹, are

q₂₁ = 6.040, q₃₁ = 6.040, q₃₂ = 10.786, q₂₃ = 16.103
q₁₂ = 0.7124, q₁₃ = 1.0636

The first two agree because Υ₁₂/g₂ = Υ₁₃/g₃ = 0.7.

**A tempting solution, which fails**

A collision that carries the ion from one ²D level to the other leaves it in the excited term. It neither creates nor destroys an excitation, so it seems harmless to drop it, together with the very slow decay 3→2. Each line then belongs to a two-level atom of its own:

n₃ (A₃₁ + n q₃₁) = n n₁ q₁₃
n₂ (A₂₁ + n q₂₁) = n n₁ q₁₂

The emitted power per volume is n_j A_j1 hc/λ_j1. Dividing the two powers and inserting the populations gives

R = (λ₂₁/λ₃₁) (A₃₁/A₂₁) (q₁₃/q₁₂) (A₂₁ + n q₂₁)/(A₃₁ + n q₃₁)

As n → 0 the decay rates cancel, and

R → (λ₂₁/λ₃₁)(q₁₃/q₁₂) = 1.00223 × 1.4929 = 1.496

As n → ∞ the last fraction tends to q₂₁/q₃₁ = 1, and

R → 1.496 × (2.6/8.8) = 0.442

Dividing numerator and denominator by A₃₁ shows how the two limits are joined:

R = (1.496 + 0.442 x)/(1 + x), x = n q₃₁/A₃₁

Setting R = 1 gives x = 0.496/0.558 = 0.889. Since A₃₁/q₃₁ = 4300 cm⁻³, the density would be about 3800 cm⁻³.

**Where the fault lies**

The limits cause no alarm, and they will survive, apart from a correction of 0.3% at low density. The density will not. The dropped coefficients are larger than the ones that were kept: q₃₂/q₃₁ = 1.8 and q₂₃/q₂₁ = 2.7. A collision within the ²D term does preserve the excitation, but it moves the ion to the level that emits the other line, and R compares just these two lines. For the total population of the term, the argument would be sound if both levels had the same decay rate to level 1 and the same rate of collisional return to it, since moving ions between them would then not alter the total loss. Here the decay rates differ, so even the total population is affected. At a given nonzero density, the line ratio escapes the collisions within the term only if the populations found without them already stand in the Boltzmann ratio, because the transfers 3→2 and 2→3 then cancel. With the unequal decay rates used here, that ratio is approached only as n → ∞. As n → 0 the line ratio escapes these collisions for another reason: they become too rare to matter before the ion emits.

**The full balance**

In a steady state, losses equal gains for each level. For levels 3 and 2,

n₃ [A₃₁ + A₃₂ + n(q₃₁ + q₃₂)] = n n₁ q₁₃ + n n₂ q₂₃
n₂ [A₂₁ + n(q₂₁ + q₂₃)] = n n₁ q₁₂ + n₃ (A₃₂ + n q₃₂)

The balance of level 1 follows from these two, because the total population is conserved. To remove n₁, multiply the first equation by q₁₂ and the second by q₁₃, and subtract. The terms n n₁ q₁₂q₁₃ cancel:

n₃ q₁₂ [A₃₁ + A₃₂ + n(q₃₁ + q₃₂)] − n₂ q₁₃ [A₂₁ + n(q₂₁ + q₂₃)]
= n n₂ q₁₂q₂₃ − n₃ q₁₃ (A₃₂ + n q₃₂)

Bringing the terms with n₃ to the left and those with n₂ to the right, and sorting by powers of n, gives

n₃/n₂ = (N₀ + N₁ n)/(D₀ + D₁ n)

with

N₀ = q₁₃A₂₁
N₁ = q₁₃(q₂₁ + q₂₃) + q₁₂q₂₃
D₀ = q₁₂(A₃₁ + A₃₂) + q₁₃A₃₂
D₁ = q₁₂(q₃₁ + q₃₂) + q₁₃q₃₂

The line ratio is R = C n₃/n₂ with C = λ₂₁A₃₁/(λ₃₁A₂₁). Dividing numerator and denominator by D₀ yields

R(n) = (R₀ + R∞ n/n*)/(1 + n/n*)

R₀ = C N₀/D₀, R∞ = C N₁/D₁, n* = D₀/D₁

The shape is the same as in the failed solution, but n* now contains the collisions within the ²D term. At n = n* the ratio is the mean of its two limits. Subtracting R∞ gives

R − R∞ = (R₀ − R∞)/(1 + n/n*)

so R falls steadily with density whenever R₀ > R∞.

**Low density**

Write r = q₁₃/q₁₂. Dividing N₀ and D₀ by q₁₂,

R₀ = (λ₂₁/λ₃₁) r A₃₁/[A₃₁ + (1 + r)A₃₂]

If A₃₂ is neglected, both line decay rates have dropped out. Every excitation is then followed by one photon from the level that was excited, however slow the decay. The photon ratio is the excitation ratio r, and the factor λ₂₁/λ₃₁ converts photons to energy.

From the rate coefficients,

r = (Υ₁₃/Υ₁₂) e^(−Δ/kT)

where Δ is the splitting of the ²D term. Here Δ/kT = 0.0048, so the exponential is 0.9952. The ratio Υ₁₃/Υ₁₂ = 4.2/2.8 = 1.5 equals g₃/g₂, and this has a reason.

Suppose that the collision conserves total spin and total orbital angular momentum separately, which means that spin-orbit coupling plays no part during the encounter, and that the splitting Δ is negligible beside the kinetic energy left to the outgoing electron. Sum the excitation probability over all ground states of the ion, over all directions and spins of the incoming electron, and over all those of the outgoing electron. The probability of reaching a ²D state ψ then has the form ⟨ψ|K|ψ⟩ with some operator K on the ten ²D states. The ground term has L = 0 and a single level, so the sum over that level covers the whole term. No direction is then singled out, either for spin or for orbital motion, and K commutes with rotations of spin alone and of orbital motion alone. The ²D states form one irreducible set under these two kinds of rotation, so by Schur's lemma K is a multiple κ of the identity. The summed probability of reaching level J is the trace of K over that level, κ(2J + 1). The levels 5/2 and 3/2 are therefore fed as 6 : 4.

The condition on the initial term matters. Take an incoming and an outgoing p-wave electron, with total spin 1 and total orbital momentum 1. Explicit coupling of the angular momenta gives the feeding ratio 1.5000 from ⁴S(3/2), but 0.6667 from the single level J = 1/2 of a ²P term. That level is only part of its term, and its spin and orbital directions are correlated.

The numbers for S⁺ are now

(1 + r)A₃₂ = 2.4929 × 3×10⁻⁷ = 7.5×10⁻⁷ s⁻¹
R₀ = 1.00223 × 1.4929 × 2.600/2.6075 = 1.492

The last factor lowers R₀ by 0.3%, because a few ions in level 3 drop to level 2 and emit the other line.

**High density**

The limit C N₁/D₁ appears to depend on all the collision rates. Detailed balance removes them. Define

w = (g₃/g₂) e^(−Δ/kT)

The relation for the pair 2, 3 reads q₂₃ = w q₃₂. Those for the pairs 1, 2 and 1, 3 are

q₁₂ = (g₂/g₁) q₂₁ e^(−E₁₂/kT)
q₁₃ = (g₃/g₁) q₃₁ e^(−E₁₃/kT)

Since E₁₃ − E₁₂ = Δ, dividing the second by the first gives q₁₃/q₁₂ = w q₃₁/q₂₁, or q₁₃q₂₁ = w q₁₂q₃₁. Inserting both results in N₁,

N₁ = q₁₃q₂₁ + q₁₃q₂₃ + q₁₂q₂₃
= w (q₁₂q₃₁ + q₁₃q₃₂ + q₁₂q₃₂)
= w D₁

Thus n₃/n₂ → w, the Boltzmann ratio, and

R∞ = (λ₂₁/λ₃₁)(g₃/g₂)(A₃₁/A₂₁) e^(−Δ/kT)
= 1.00223 × 1.5 × (2.6/8.8) × 0.99524 = 0.442

Collisions now fix the populations, and each level emits in proportion to its decay rate. This limit is therefore only as good as the ratio A₃₁/A₂₁. Raising A₃₁ by 10% moves R∞ from 0.442 to 0.486, while R₀ stays at 1.492.

It is also clear why the tempting solution found sound limits. At low density there are no further collisions before the photon leaves. At high density the Boltzmann ratio holds whichever collisions establish it. Neither limit can reveal that the collisions within the ²D term are missing.

**The density scale**

Dividing D₀ and D₁ by q₁₂ gives

n* = [A₃₁ + (1 + r)A₃₂]/[q₃₁ + (1 + r)q₃₂]

In the denominator,

(1 + r)q₃₂ = 2.4929 × 1.0786×10⁻⁷ = 2.689×10⁻⁷ cm³ s⁻¹
q₃₁ + (1 + r)q₃₂ = 3.293×10⁻⁷ cm³ s⁻¹

and therefore

n* = 2.6075×10⁻⁴/3.293×10⁻⁷ = 792 cm⁻³

With Υ₂₃ set to zero, n* would be 4317 cm⁻³. Collisions within the term lower the density scale by a factor of 5.5.

The factor 1 + r shows how they do it. The 1 comes from the loss term of level 3: a transfer 3→2 removes an emitter of 6716 Å. The r comes from the gain term of level 2: the same transfer adds an emitter of 6731 Å. Both effects lower R. At n = n* the rate n*q₃₁ is only 0.18 of A₃₁, whereas n*(1 + r)q₃₂ is 0.82 of it. The ratio is thus halfway between its limits while collisional return to the ground level is still a modest correction.

To find the density from a measured ratio, solve R(1 + n/n*) = R₀ + R∞ n/n* for n:

n = n* (R₀ − R)/(R − R∞)

For R = 1,

n = 792 × 0.492/0.558 = 698 cm⁻³

or about 700 cm⁻³ for three levels and data of this quality. The tempting solution gave 3800 cm⁻³. At that density n/n* = 4.8, and the full balance predicts R = 0.62 instead of 1.

**Critical densities**

The critical density of a level is the density at which its collisional losses equal its radiative losses. All collisional exits count, including those to the other ²D level:

n_c2 = A₂₁/(q₂₁ + q₂₃) = 8.8×10⁻⁴/2.214×10⁻⁷ = 3970 cm⁻³
n_c3 = (A₃₁ + A₃₂)/(q₃₁ + q₃₂) = 2.603×10⁻⁴/1.683×10⁻⁷ = 1550 cm⁻³

At these densities R is 0.62 and 0.80, still well above 0.442. To say that R has its high-density value "above the critical density" is therefore too loose. For R to lie 5% above R∞, the expression for R − R∞ requires

1 + n/n* = (R₀ − R∞)/(0.05 R∞) = 1.050/0.0221 = 47.5

so n = 46.5 n*, about 3.7×10⁴ cm⁻³. That is some 9 times the larger critical density and 24 times the smaller one. The approach is slow because the remainder falls only as 1/n.

At the other end, R has dropped 5% below R₀ at 61 cm⁻³. Between these two densities the ratio runs as follows:

n = 100 cm⁻³: R = 1.374
n = 1000 cm⁻³: R = 0.906
n = 10⁴ cm⁻³: R = 0.519

**How well the ratio measures density**

Taking the logarithm of the inverted formula and differentiating with respect to R,

dn/n = −dR [1/(R₀ − R) + 1/(R − R∞)]
= −dR (R₀ − R∞)/[(R₀ − R)(R − R∞)]

At R = 1 the factor multiplying dR is 1.050/(0.492 × 0.558) = 3.8, so an error of 1% in R becomes about 4% in n. Near either limit one of the brackets in the denominator vanishes and the error grows without bound. At n = 10 cm⁻³, where R = 1.479, an error of 1% in R already exceeds 100% in n. A ratio close to a limit yields a bound on the density and not a value.

The temperature enters mainly through n*. For constant collision strengths the downward coefficients vary as T^(−1/2), and r hardly changes because Δ is far smaller than kT. Hence n* grows nearly as √T, and so does the density inferred from a given R that is well away from both limits. The limits barely move. This holds for the three-level model. In the real ion the ²P term, some 14 000 K above ²D, is reached more easily as T rises. With typical tabulated ²P data, the low-density limit falls from about 1.47 at 5000 K to about 1.40 at 20 000 K. The density at which R = 1 then grows more slowly than √T, from about 460 to about 670 cm⁻³ over that range.

**Answers**

(a) In the three-level model, R tends to 1.49 at low density and to 0.44 at high density, the latter for the adopted ratio of decay rates.
(b) R = 1 at about 700 cm⁻³.
(c) R is within 5% of its high-density limit from about 3.7×10⁴ cm⁻³ upward, roughly ten times the larger critical density.

All three answers belong to the three-level model. At 10⁴ K the omitted ²P term is not negligible, because excitation to it from ⁴S and ²D, followed by decay, redistributes ions between the ²D levels. Adding it with typical tabulated data lowers the low-density limit to about 1.45 and the density for R = 1 to about 580 cm⁻³. The 5% point moves to about 2×10⁴ cm⁻³, some six times the larger critical density. R also dips slightly below 0.44 near 10⁶ cm⁻³ before settling at the same high-density limit.

The numerical output below lists the values to more digits than the rough atomic data warrant, so that the arithmetic can be followed.

Computed results

```
temperature T = 10000 K
wavelengths: 3->1 6716, 2->1 6731 angstrom
input A31 = 2.6e-04 1/s
input A21 = 8.8e-04 1/s
input A32 = 3.0e-07 1/s
collision strengths U12, U13, U23 = 2.8, 4.2, 7.5
beta = 8.6291e-06 cm^3 K^(1/2)/s
2D splitting = 4.114 meV
splitting/kT = 0.00477
exp(-splitting/kT) = 0.99524
wavelength factor 6731/6716 = 1.00223
q21 = 6.0404e-08 cm^3/s
q31 = 6.0404e-08 cm^3/s
q32 = 1.0786e-07 cm^3/s
q23 = 1.6103e-07 cm^3/s
q12 = 7.1243e-09 cm^3/s
q13 = 1.0636e-08 cm^3/s
q13/q12 = 1.4929
level feeding 5/2 : 3/2 from 4S = 1.5000
same from 2P(1/2), counterexample = 0.6667
low-density limit R0 = 1.4919
R0 with A32 = 0: 1.4962
high-density limit Rinf = 0.4421
crossover density nstar = 791.8 cm^-3
R at nstar = 0.9670
nstar without 2D-2D collisions = 4316.7 cm^-3
critical density of level 2 = 3974.2 cm^-3
critical density of level 3 = 1546.9 cm^-3
R at critical density of level 2 = 0.6165
R at critical density of level 3 = 0.7975
R at n = 10 cm^-3: 1.4788
R at n = 100 cm^-3: 1.3742
R at n = 1000 cm^-3: 0.9060
R at n = 10000 cm^-3: 0.5191
R at n = 100000 cm^-3: 0.4503
R is 5% below R0 at n = 60.6 cm^-3
R is 5% above Rinf at n = 36819 cm^-3
R = 1 at n = 698.1 cm^-3
largest effect of A32 on R = 0.288 percent
A31 raised by 10%: R0 = 1.4923, Rinf = 0.4863
```
